# The derivative of the X2C renormalization matrix, derived two ways, part 2

In exact two-component (X2C) theory the upper part of an electron's Dirac spinor is rescaled by a matrix $R$. The force on a nucleus contains $R'$, where a prime denotes $d/d\xi$ for a real parameter $\xi$, such as a nuclear coordinate. Gaussian units are used, and energies $\varepsilon$ are counted from $mc^2$. The speed of light occurs only in $mc^2$ or $m^2c^2$; otherwise $c$ is a coefficient vector.

The matrices $S$, $T$ and $V$ represent overlap, kinetic energy and potential energy. Further, $w=W/(4m^2c^2)-T$, where $W$ represents $\boldsymbol\sigma\cdot\mathbf p\,V\,\boldsymbol\sigma\cdot\mathbf p$ and $\mathbf p=-i\hbar\nabla$. Upper and lower coefficients $a$, $b$ obey the Dirac equation

$$\begin{aligned}
Va+Tb&=\varepsilon\,Sa,\\
Ta+wb&=\varepsilon\,\frac{T}{2mc^2}\,b .
\end{aligned}\tag{1}$$

Positive-energy states are separated by a gap from the others and have $b=Xa$. For them

$$a^\dagger Sa+\frac{b^\dagger Tb}{2mc^2}=a^\dagger\tilde Sa,\qquad
\tilde S=S+\frac{X^\dagger TX}{2mc^2},\tag{2}$$

$$La=\varepsilon\tilde Sa,\qquad L=V+TX+X^\dagger T+X^\dagger wX.\tag{3}$$

The rescaling $a=Rc$, with $c^\dagger Sc=1$, requires

$$R^\dagger\tilde SR=S.\tag{4}$$

$R$ is the root of $G=\tilde S^{-1}S$ with positive eigenvalues, so $RR=G$. The eigenvectors of $G$ are the columns of $Z$:

$$SZ=\tilde SZ\Lambda,\qquad Z^\dagger\tilde SZ=1\tag{7}$$

Hence $Z^{-1}=Z^\dagger\tilde S$ and $G=Z\Lambda Z^{-1}$. The diagonal elements of $\Lambda$ satisfy $0<\lambda_i\le1$ and give the upper component's share of the norm.

The first derivation solved the Sylvester equation

$$R'R+RR'=\tilde S^{-1}\left(S'-\tilde S'RR\right),\tag{9}$$

whose right side is $G'$. With $R'=ZMZ^{-1}$ it becomes

$$M\Lambda^{1/2}+\Lambda^{1/2}M=N,\qquad N=Z^\dagger S'Z-Z^\dagger\tilde S'Z\Lambda,\tag{10}$$

and the unique solution is

$$\boxed{R'=ZMZ^\dagger\tilde S,\qquad
M_{ij}=\frac{\left(Z^\dagger S'Z\right)_{ij}-\left(Z^\dagger\tilde S'Z\right)_{ij}\lambda_j}{\sqrt{\lambda_i}+\sqrt{\lambda_j}}}\tag{11}$$

The "commuting rule" $R'=\tfrac12R^{-1}G'$ would hold if $R'$ commuted with $R$.

The model in the final table is the first derivation's worked example:

$$S=\begin{pmatrix}1&0.5\\0.5&1\end{pmatrix},\quad
\tilde S=\begin{pmatrix}1.2&0.5\\0.5&1.6\end{pmatrix},\quad
S'=\begin{pmatrix}0&0.1\\0.1&0\end{pmatrix},\quad
\tilde S'=\begin{pmatrix}0.1&0.1\\0.1&0.3\end{pmatrix}.$$

### The root as an integral

For a positive number $\lambda$, the elementary integral $\int_0^\infty ds/(\lambda+s^2)=\pi/(2\sqrt\lambda)$ gives

$$\sqrt\lambda=\frac2\pi\int_0^\infty\frac{\lambda}{\lambda+s^2}\,ds .$$

Apply this to each eigenvalue of $G=Z\Lambda Z^{-1}$. Since $\lambda/(\lambda+s^2)=1-s^2/(\lambda+s^2)$,

$$R=\frac2\pi\int_0^\infty\left[1-s^2(G+s^2)^{-1}\right]ds.\tag{12}$$

The integral produces the positive root directly, and no equation for $R$ has to be solved. The parameter $\xi$ enters through the inverse matrix. Differentiating $(G+s^2)(G+s^2)^{-1}=1$ gives $[(G+s^2)^{-1}]'=-(G+s^2)^{-1}G'(G+s^2)^{-1}$, so

$$R'=\frac2\pi\int_0^\infty s^2(G+s^2)^{-1}G'(G+s^2)^{-1}\,ds.\tag{13}$$

The derivative may be taken under the integral if $S$ and $\tilde S$ are continuously differentiable near the point considered. In a small closed interval around it, the smallest eigenvalue of $G$ then stays above some $\lambda_0>0$. Moreover $\tilde S^{1/2}G\tilde S^{-1/2}=\tilde S^{-1/2}S\tilde S^{-1/2}$ is Hermitian, so the norm of $(G+s^2)^{-1}$ is at most a constant times $1/(\lambda_0+s^2)$. The integrand of (13) is thus bounded by a constant times $s^2/(\lambda_0+s^2)^2$, which is integrable and independent of $\xi$. This proves that $R'$ exists.

Now multiply (13) by $Z^{-1}$ from the left and $Z$ from the right. The inverse matrices become diagonal, and

$$M_{ij}=N_{ij}\,\frac2\pi\int_0^\infty\frac{s^2\,ds}{(\lambda_i+s^2)(\lambda_j+s^2)} .$$

Set $\alpha=\sqrt{\lambda_i}$ and $\beta=\sqrt{\lambda_j}$. For $\alpha\ne\beta$, partial fractions give

$$\frac{s^2}{(\alpha^2+s^2)(\beta^2+s^2)}=\frac1{\alpha^2-\beta^2}\left[\frac{\alpha^2}{\alpha^2+s^2}-\frac{\beta^2}{\beta^2+s^2}\right].$$

The terms in the bracket integrate to $\pi\alpha/2$ and $\pi\beta/2$. The integral is therefore

$$\frac\pi2\,\frac{\alpha-\beta}{\alpha^2-\beta^2}=\frac{\pi}{2(\alpha+\beta)} .$$

For $\alpha=\beta$, the substitution $s=\alpha\tan\theta$ turns it into $\alpha^{-1}\int_0^{\pi/2}\sin^2\theta\,d\theta=\pi/(4\alpha)$, which is the same expression at $\beta=\alpha$. In both cases the prefactor $2/\pi$ leaves $M_{ij}=N_{ij}/(\sqrt{\lambda_i}+\sqrt{\lambda_j})$, the result of the first derivation.

A test with complex Hermitian matrices and $\tilde S=1.25\,S$, so that every $\lambda$ equals $0.8$, checks the fully degenerate case. There $R$ is a multiple of the unit matrix and the commuting rule is exact too, so the test shows only that the arbitrary choice of $Z$ does no harm. The formula and finite differences of $R$ differ by $3\times10^{-13}$ relative to the largest element of $R'$.

### Where the metric derivative comes from

Both derivations take $\tilde S'$ as given. Differentiating the definition of $\tilde S$,

$$\tilde S'=S'+\frac{X'^\dagger TX+X^\dagger T'X+X^\dagger TX'}{2mc^2}.\tag{14}$$

To find $X'$, write the Dirac problem as $\mathcal DC=\mathcal SC\varepsilon$ with

$$\mathcal D=\begin{pmatrix}V&T\\T&w\end{pmatrix},\qquad
\mathcal S=\begin{pmatrix}S&0\\0&T/(2mc^2)\end{pmatrix}.$$

Let $C_+$ and $C_-$ hold the positive- and negative-energy eigenvectors, normalized with $\mathcal S$, with upper blocks $A_\pm$ and lower blocks $B_\pm$. Because of the gap, a smooth basis $C_+(\xi)$ of the positive-energy space can be chosen that coincides with the eigenvectors at the point considered. It obeys $\mathcal DC_+=\mathcal SC_+E$, where $E$ is the diagonal matrix $\varepsilon_+$ at that point but need not be diagonal elsewhere. Differentiate:

$$\mathcal D'C_++\mathcal DC_+'=\mathcal S'C_+E+\mathcal SC_+'E+\mathcal SC_+E' .$$

Expand $C_+'=C_+U_{++}+C_-U$ and multiply by $C_-^\dagger$. Since $C_-^\dagger\mathcal D=\varepsilon_-C_-^\dagger\mathcal S$, $C_-^\dagger\mathcal SC_+=0$ and $C_-^\dagger\mathcal SC_-=1$, what remains is $C_-^\dagger\mathcal D'C_++\varepsilon_-U=C_-^\dagger\mathcal S'C_+\varepsilon_++U\varepsilon_+$. For a negative-energy state $q$ and a positive-energy state $p$,

$$U_{qp}=\frac{C_q^\dagger(\mathcal D'-\varepsilon_p\mathcal S')C_p}{\varepsilon_p-\varepsilon_q}.$$

Next differentiate $B_+=XA_+$, which gives $X'A_+=B_+'-XA_+'$. The part of $C_+'$ within the positive-energy space contributes $(B_+-XA_+)U_{++}=0$. Hence

$$X'=(B_--XA_-)\,U\,A_+^{-1}.\tag{15}$$

The denominators contain only energy differences across the gap, so degenerate orbitals of positive energy do no harm here either.

### What the force needs

The two-component Hamiltonian $h=R^\dagger LR$ has the derivative

$$h'=R'^\dagger LR+R^\dagger L'R+R^\dagger LR',$$
$$L'=V'+(T'X+TX'+X'^\dagger wX)+(T'X+TX'+X'^\dagger wX)^\dagger+X^\dagger w'X .$$

Consider first an eigenvector, $hc=\varepsilon Sc$ with $c^\dagger Sc=1$ and $a=Rc$. Using $La=\varepsilon\tilde Sa$ and then the derivative of $R^\dagger\tilde SR=S$, the terms with $R'$ become

$$c^\dagger(R'^\dagger LR+R^\dagger LR')c
=\varepsilon\,c^\dagger(R'^\dagger\tilde SR+R^\dagger\tilde SR')c
=\varepsilon\left(c^\dagger S'c-a^\dagger\tilde S'a\right).\tag{16}$$

The orbital-energy derivative is therefore

$$\varepsilon'=c^\dagger(h'-\varepsilon S')c=a^\dagger(L'-\varepsilon\tilde S')a .$$

For a degenerate level this is the expectation value in the chosen vector. The terms with $X'$ cancel as well: they contain $Ta+wb-\varepsilon Tb/(2mc^2)$, which vanishes by the second line of the Dirac equation. What is left is the four-component expression $C_p^\dagger(\mathcal D'-\varepsilon_p\mathcal S')C_p$.

In a mean-field calculation with electron repulsion, the density matrix $P$ is in general not built from eigenvectors of $h$, and step (16) is not available. The terms with $R'$ in $\mathrm{Tr}(Ph')$ are then $2\,\mathrm{Re}\,\mathrm{Tr}(YR')$ with $Y=PR^\dagger L$, and the solution for $R'$ enters in full.

### Platinum hydride

Take PtH at a chosen distance of 3.0 bohr (1.5875 Å), with $\xi$ the position of the hydrogen nucleus along the bond. Its basis functions move with it. The Hamiltonian is the one-electron X2C Hamiltonian with point nuclei. From $(\boldsymbol\sigma\cdot\mathbf p)V(\boldsymbol\sigma\cdot\mathbf p)=\mathbf p\cdot V\mathbf p+i\boldsymbol\sigma\cdot(\mathbf pV\times\mathbf p)$ only the first, spin-free term is kept, so spin-orbit coupling is absent. Electron repulsion is left out too: the orbitals are those of one electron in the field of bare nuclei, not those of the neutral molecule. The basis is a small even-tempered Gaussian set of 79 functions, and derivatives of the raw integrals are taken by a difference formula.

The values of $\sqrt\lambda$ run from $0.747$ to $0.999999$. In the most relativistic eigenvector the lower component thus carries $1-0.747^2=0.44$ of the norm. The denominators lie between $1.49$ and $2.00$. The lower end belongs to this basis: a denser set of 148 functions over the same range of platinum exponents gives $\sqrt\lambda=0.733$ and a share of 0.46.

The largest element of $R'$ is $1.42\times10^{-4}$ per bohr ($2.69\times10^{-4}$ per Å). Tests against finite differences of $X$, $R$ and $h$ give relative deviations of $4\times10^{-9}$, $2\times10^{-9}$ and $5\times10^{-11}$. Each is the largest deviation of an element, relative to the largest element of the matrix. On the same measure, omitting $X'$ from (14) makes an error of 28% in $R'$, and the commuting rule one of 7.6%. These figures depend on the basis. With two more s shells and one more p shell on hydrogen (84 functions), the largest element is $1.17\times10^{-4}$ per bohr and the two errors are 42% and 7.9%.

The orbital energies and derivatives below belong to this small basis and are not converged values; their digits serve to identify the orbitals and to compare formulas. The lowest orbital has the energy $-3312.5$ hartree and the derivative $0.1112$ hartree/bohr (5.718 eV/Å). The hydrogen-like Dirac energy for $Z=78$, lowered by $1/3$ hartree for the proton, is about $-3339$ hartree, so the basis error of this energy is some 27 hartree. A point-charge estimate explains the size of the derivative. An electron at the platinum nucleus has the energy $-e^2/r$ in the field of the proton, with derivative $e^2/r^2=1/3.0^2=0.111$ hartree/bohr. The terms with $R'$ contribute only $-5.4\times10^{-6}$ hartree/bohr in this basis, and $-1.0\times10^{-5}$ in the 84-function basis.

Among the 64 bound orbitals, these terms are largest in absolute size for number 33, at $-77.98$ hartree; their relative share can be larger for an orbital with a smaller total derivative. For number 33 they amount to $1.77\times10^{-3}$ hartree/bohr in a total of $0.2709$ hartree/bohr (13.93 eV/Å), or 0.65%; the largest share, 1.2%, occurs for number 29. More than half of the total for number 33 comes from the motion of the basis functions: moving the proton with all functions held fixed gives $0.124$ hartree/bohr. In the 84-function basis the total is $0.2855$ hartree/bohr and the share 0.60%. For all bound orbitals, the two- and four-component derivatives agree within $10^{-12}$ hartree/bohr, and so do the two sides of (16). The numerical output lists the values.

### What each derivation assumes

The Sylvester route starts from $RR=G$ and takes for granted that $R'$ exists. Continuity of $R$ is enough to justify this. It holds wherever $S$ and $\tilde S$ are continuous: near such a point the integrand $G(G+s^2)^{-1}$ of (12) is bounded by a constant times $1/(\lambda_0+s^2)$, so the limit may be taken under the integral. Let $\Delta R$ and $\Delta G$ be the changes when $\xi$ grows by $\delta$, and let $R_\delta=R+\Delta R$. Then

$$R_\delta\,\Delta R+\Delta R\,R=R_\delta^2-R^2=\Delta G .$$

After division by $\delta$ this is a linear equation for $\Delta R/\delta$. As $\delta\to0$ its coefficients tend to those of the Sylvester equation, which is uniquely solvable, so $\Delta R/\delta$ has a limit whenever $\Delta G/\delta$ has one. Differentiability of $S$ and $\tilde S$ at a single point then suffices. The integral route, as carried out here, asks for continuous derivatives in a neighbourhood, and in return it establishes the existence of $R'$ without a separate argument.

The routes also differ in how they use the sign of the root. The integral selects positive eigenvalues from the start. The Sylvester equation holds for any differentiable root. Positive eigenvalues guarantee that it has a unique solution; for a root with eigenvalues of both signs this can fail. For the root $Z\,\mathrm{diag}(\sqrt{\lambda_1},-\sqrt{\lambda_2})Z^{-1}$ of a two-dimensional problem, both off-diagonal denominators equal $\sqrt{\lambda_1}-\sqrt{\lambda_2}$. They vanish at $\lambda_1=\lambda_2$, and there the equation has no solution unless $N_{12}=N_{21}=0$.

Neither route differentiates eigenvectors of $G$, and this is why neither needs distinct eigenvalues. Both need $S$ and $\tilde S$ to be positive definite. If the basis becomes linearly dependent, $S$ is singular and the construction of $R$ itself fails. If some $\lambda_i$ approaches zero, the factor $1/(2\sqrt{\lambda_i})$ grows without bound and amplifies errors in $N_{ii}$. Both routes finally rely on the gap between positive and negative energies and on an invertible $A_+$, because without them $X$, and with it $\tilde S'$, is not defined.

## Table of computed values

```
MODEL (dimensionless matrices, dimensionless parameter)
S: [1.000000, 0.500000] [0.500000, 1.000000]
S~: [1.200000, 0.500000] [0.500000, 1.600000]
S': [0.000000, 0.100000] [0.100000, 0.000000]
S~': [0.100000, 0.100000] [0.100000, 0.300000]
eigenvalues lambda: 0.530195, 0.847051
square roots: 0.728145, 0.920354
Z (eigenvectors in columns): [0.535411, 0.819402] [-0.829129, 0.176377]
numerators: [-0.166256, -0.008947] [-0.027482, -0.060357]
M: [-0.114164, -0.005427] [-0.016671, -0.032790]
R: [0.896897, 0.108972] [0.036324, 0.751601]
R' from formula: [-0.048948, 0.058589] [0.019530, -0.098006]
R' from finite differences: [-0.048948, 0.058589] [0.019530, -0.098006]
R' from commuting rule (wrong): [-0.049033, 0.056813] [0.020236, -0.097921]
DEGENERATE COMPLEX CASE
common eigenvalue lambda: 0.800000
relative deviation of R' from differences: 3.1e-13
PtH, SPIN-FREE ONE-ELECTRON X2C, BARE POINT NUCLEI
Pt-H distance: 3.0 bohr = 1.5875 angstrom
basis functions: 79; difference step: 0.03 bohr
sqrt(lambda), smallest and largest: 0.746965, 0.99999863
largest |R'_ij|: 0.000142 1/bohr = 0.000269 1/angstrom
relative deviation of X' from differences: 3.7e-09
relative deviation of R' from differences: 2.1e-09
relative deviation of h' from differences: 4.9e-11
relative error of R' if X' is omitted: 2.848e-01
relative error of R' by commuting rule: 7.567e-02
number of bound orbitals compared: 64
lowest orbital: number 1, energy -3312.516072 hartree
  energy derivative, two-component: 0.11120465 hartree/bohr = 5.71837 eV/angstrom
  energy derivative, four-component: 0.11120465 hartree/bohr
  part from R': -5.3607e-06 hartree/bohr
orbital with largest R' part: number 33, energy -77.980058 hartree
  energy derivative, two-component: 0.27092720 hartree/bohr = 13.93164 eV/angstrom
  energy derivative, four-component: 0.27092720 hartree/bohr
  part from R': 1.7658e-03 hartree/bohr
largest deviation of energy derivatives: 7.1e-13 hartree/bohr
largest deviation of R' part from metric form: 7.2e-13 hartree/bohr
```
